# Correlation energy under uniform scaling to high density, part 1

(Sections cited here and not found follow in the second part.)

Hartree atomic units, nonrelativistic Hamiltonians, fixed nuclei and real wavefunctions are used.

## A two-level model

Compress a system by a factor $\gamma$ in every direction. Kinetic energies, and with them the level spacings of noninteracting electrons, grow as $\gamma^2$, while Coulomb matrix elements grow as $\gamma$. Keep a reference determinant at energy zero and one doubly excited determinant at $D=2\Delta\gamma^2+\delta\gamma$, where $\Delta$ is the orbital gap and $\delta$ the difference of the two Coulomb energies, and couple them by $\gamma V$. The lower eigenvalue is the correlation energy of the model,
$$E=\tfrac12\left(D-\sqrt{D^2+4\gamma^2V^2}\right).$$
For $\Delta>0$ the root can be expanded, $E=-\gamma^2V^2/D+\gamma^4V^4/D^3-\dots$, and the second term is $O(\gamma^{-2})$, so
$$E=-\frac{V^2}{2\Delta+\delta/\gamma}+O(\gamma^{-2})=-\frac{V^2}{2\Delta}\Big(1-\frac{\delta}{2\Delta\gamma}\Big)+O(\gamma^{-2}).$$
The $\gamma^2$ of the squared coupling cancels the $\gamma^2$ of the denominator, leaving a constant with a $1/\gamma$ correction. For $\Delta=0$ nothing cancels, and $E=\tfrac12\gamma(\delta-\sqrt{\delta^2+4V^2})$ is linear in $\gamma$. Between the two lies a continuum of gaps reaching to zero with constant weight $w$ of $V^2$ per unit $\Delta$. Adding the second-order terms with $\delta>0$ gives $-\int_0^{\Delta_m}w\,d\Delta/(2\Delta+\delta/\gamma)=-\tfrac w2\ln(1+2\Delta_m\gamma/\delta)$, a logarithm. These three cases are the gapped finite system, the degenerate one and, in caricature, the uniform gas.

## Scaling is weak coupling

Let $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$ and $F^\lambda[n]=\min_{\Psi\to n}\langle T+\lambda V_{ee}\rangle$, with $F^0=T_s$ minimized by the Kohn–Sham (KS) determinant $\Phi$. Define $E_c^\lambda=F^\lambda-T_s-\lambda E_{Hx}$, with $E_{Hx}=\langle\Phi|V_{ee}|\Phi\rangle=U+E_x$ and $E_c=E_c^1$. The map $\Psi\mapsto\Psi_\gamma=\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\dots)$ takes the wavefunctions of density $n$ one-to-one onto those of $n_\gamma$. Changing variables to $\gamma\mathbf r_i$ gives a factor $\gamma^2$ for each Laplacian and $\gamma$ for each $1/r_{ij}$, so $\langle T+V_{ee}\rangle_{\Psi_\gamma}=\gamma^2\langle T+\gamma^{-1}V_{ee}\rangle_\Psi$. Minimizing gives $F^1[n_\gamma]=\gamma^2F^{1/\gamma}[n]$. The same change gives $T_s[n_\gamma]=\gamma^2T_s[n]$ and $E_{Hx}[n_\gamma]=\gamma E_{Hx}[n]$, hence exactly
$$E_c[n_\gamma]=\gamma^2E_c^{\lambda=1/\gamma}[n].$$

## Perturbation theory at fixed density

Three assumptions enter. The system is finite; $\Phi$ is the nondegenerate ground state of $H_s=T+\sum_iv_s(\mathbf r_i)$, below a gap $\Delta>0$; and the potential $v^\lambda$ whose ground state at coupling $\lambda$ has density $n$ exists and can be expanded, $v^\lambda=v_s-\lambda v_{Hx}+\lambda^2v_2+\lambda^3v_3+\dots$ The last is assumed, not proved. The first-order term is fixed because $\delta F^\lambda/\delta n=-v^\lambda$ up to a constant and $F^\lambda=T_s+\lambda E_{Hx}+\dots$, so $v_{Hx}=\delta E_{Hx}/\delta n$. Then
$$H^\lambda=H_s+\lambda H_1+\lambda^2V_2+\lambda^3V_3+\dots,\qquad H_1=V_{ee}-\sum_iv_{Hx}(\mathbf r_i),$$
with $V_k=\sum_iv_k(\mathbf r_i)$. The ground state is $\Phi+\lambda\Phi_1+O(\lambda^2)$, where $\langle\Phi|\Phi_1\rangle=0$, $E_1=\langle H_1\rangle$ and $(H_s-E_0)\Phi_1=-(H_1-E_1)\Phi$. The Rayleigh quotient is stationary, so the trial function $\Phi+\lambda\Phi_1$ gives the energy with error $O(\lambda^4)$. The numerator of $\langle H^\lambda-E_0\rangle$ is
$$\lambda E_1+\lambda^2\big[\langle\Phi_1|H_s-E_0|\Phi_1\rangle+2\langle\Phi_1|H_1|\Phi\rangle+\langle V_2\rangle\big]+\lambda^3\big[\langle\Phi_1|H_1|\Phi_1\rangle+2\langle\Phi_1|V_2|\Phi\rangle+\langle V_3\rangle\big],$$
and dividing by the norm $1+\lambda^2\langle\Phi_1|\Phi_1\rangle$ adds $-\lambda^3E_1\langle\Phi_1|\Phi_1\rangle$. The term $2\langle\Phi_1|V_2|\Phi\rangle$ is the integral of $v_2$ against the first-order density change, which vanishes because $n$ is fixed. In $F^\lambda=E^\lambda-\int v^\lambda n$ the terms $\langle V_k\rangle=\int v_kn$ cancel, $E_0-\int v_sn=T_s$, and $E_1+\int v_{Hx}n=E_{Hx}$. The equation for $\Phi_1$ makes $\langle\Phi_1|H_s-E_0|\Phi_1\rangle=-\langle\Phi_1|H_1|\Phi\rangle$. With $\lambda=1/\gamma$,
$$E_c[n_\gamma]=E_{\rm GL2}[n]+\frac{E_3[n]}\gamma+O(\gamma^{-2}),$$
$$E_{\rm GL2}=-\sum_{k\ne0}\frac{|\langle k|H_1|\Phi\rangle|^2}{E_k-E_0},\qquad E_3=\langle\Phi_1|H_1-E_1|\Phi_1\rangle.$$
$E_{\rm GL2}$ is the second-order Görling–Levy energy, negative term by term, and $E_3$ plays the part of $\delta V^2/(2\Delta)^2$ in the model. Neither needs $v_2$. $E_{\rm GL2}$ is unchanged by scaling $n$, since squared elements and denominators both gain the same factor, but it depends on the shape of $n$. Since $E_k-E_0\ge\Delta$, closure gives $|E_{\rm GL2}|\le\|(H_1-E_1)\Phi\|^2/\Delta$.

## Two electrons in a singlet

Now $\Phi=\phi(1)\phi(2)$, $n=2\phi^2$. Let $v$ be the electrostatic potential of $\phi^2$, $J=\langle\phi|v|\phi\rangle$ and $u=r_{12}$. Then $E_{Hx}=J=U/2$, so $v_{Hx}=v_H/2=v$, $E_1=J-2J=-J$, and
$$H_1-E_1=\frac1u-v(1)-v(2)+J.$$
For a single excitation to $a\perp\phi$, both $\langle a\phi|u^{-1}|\phi\phi\rangle$ and $\langle a\phi|v(1)+v(2)|\phi\phi\rangle$ equal $\langle a|v|\phi\rangle$, so singles vanish. One-body operators cannot excite two electrons, so
$$E_{\rm GL2}=-\sum_{a,b\ne\phi}\frac{\langle ab|u^{-1}|\phi\phi\rangle^2}{\epsilon_a+\epsilon_b-2\epsilon_0},$$
over ordered pairs, with denominators at least $2\Delta$. In $u^{-1}=J+(v(1)-J)+(v(2)-J)+(H_1-E_1)$ the four pieces acting on $\Phi$ produce the reference, two sets of singles and the doubles, which are mutually orthogonal. Their squared norms add up to $\langle u^{-2}\rangle$, which gives
$$|E_{\rm GL2}|\le\frac{\langle u^{-2}\rangle-J^2-2(\langle v^2\rangle-J^2)}{2\Delta}=\frac{\langle u^{-2}\rangle-2\langle v^2\rangle+J^2}{2\Delta}.$$
The numerator is finite by Hardy's inequality. With $\mathbf x=\mathbf r_1-\mathbf r_2$ at fixed $\mathbf r_2$, expand $0\le\int|\nabla\phi+\mathbf x\phi/2x^2|^2$. The cross term is $\tfrac12\int(\mathbf x/x^2)\cdot\nabla\phi^2=-\tfrac12\int\phi^2/x^2$ because $\nabla\cdot(\mathbf x/x^2)=1/x^2$, so $\int\phi^2/x^2\le4\int|\nabla\phi|^2$. For $N$ electrons the same estimate covers each pair, and the bound is finite if $v_{Hx}\Phi$ is square integrable.

Take the hydrogenic density $n_0=(2/\pi)e^{-2r}$, with $v_s=-1/r$, $\Delta=\tfrac12-\tfrac18=\tfrac38$ and radial orbital density $p=4r^2e^{-2r}$. From $\int_0^rp\,ds=1-e^{-2r}(1+2r+2r^2)$ and $\int_r^\infty p\,ds/s=e^{-2r}(1+2r)$,
$$v=\frac1r-e^{-2r}\Big(1+\frac1r\Big),\qquad J=1-4\Big(\frac2{64}+\frac1{16}\Big)=\frac58,$$
and $\langle v^2\rangle=4\int e^{-2r}[1-e^{-2r}(1+r)]^2dr=4[\tfrac12-2(\tfrac14+\tfrac1{16})+\tfrac16+\tfrac2{36}+\tfrac2{216}]=\tfrac{23}{54}$. For functions of $r_1,r_2,u$ the volume element is $8\pi^2r_1r_2u\,dr_1dr_2du$, because $u\,du=-r_1r_2\,d\cos\theta_{12}$. Perimetric coordinates $r_1=(y+z)/2$, $r_2=(x+z)/2$, $u=(x+y)/2$ each run over $[0,\infty)$ with Jacobian $1/4$, so $\langle f\rangle=2\int r_1r_2u\,f\,e^{-x-y-2z}$. With $x=\rho s$, $y=\rho(1-s)$, $dx\,dy=\rho\,d\rho\,ds$, the integrand for $f=u^{-2}$ is $4r_1r_2$, whose $s$-average is $\rho^2/6+\rho z+z^2$, giving $\tfrac16+\tfrac14+\tfrac14=\tfrac23$. The bound is $(0.666667-0.851852+0.390625)/0.75=0.2739$. It proves finiteness and will prove about six times larger than the value.

## Why $n_0$ governs the helium-like ions

Measuring lengths in units of $1/Z$ turns the ion Hamiltonian into $Z^2[h_0(1)+h_0(2)+\lambda/u]$ with $h_0=-\tfrac12\nabla^2-1/r$ and $\lambda=1/Z$, so $E=-Z^2+\tfrac58Z+E_2+O(1/Z)$. The ground-state density in the scaled lengths is $n^\lambda=n_0+\lambda n_1+\dots$, and the true density is $(n^\lambda)_Z$. Therefore
$$E_c(Z)=E_{\rm GL2}[n_0]+\frac1Z\Big(E_3[n_0]+\int\frac{\delta E_{\rm GL2}}{\delta n}n_1\Big)+O(Z^{-2}).$$
The ions share the limit of $E_c[n_{0,\gamma}]$ but not its first correction, because the shape still changes at order $1/Z$.

The perturbation $1/u$ has the same doubles as $H_1$, and also singles, so $E_2=E_S+E_{\rm GL2}$ with $E_S=-2\sum_a\langle a|v|\phi\rangle^2/(\epsilon_a-\epsilon_0)$. Hartree–Fock (HF) recovers just $E_S$. With orbital $\phi+\lambda\chi$, $\chi\perp\phi$, its $\lambda^2$ energy is $2[\langle\chi|h_0-\epsilon_0|\chi\rangle+2\langle\chi|v|\phi\rangle]$, since $J$ holds four orbitals, and the minimum at $\chi_a=-\langle a|v|\phi\rangle/(\epsilon_a-\epsilon_0)$ is $E_S$. Hence $E-E_{HF}$ has the same limit as $E_c$. The exact and HF densities agree at order $\lambda$, where only singles act. The KS and HF orbitals then differ at order $\lambda^2$, and as HF is the minimum over orbitals, $E_c-(E-E_{HF})$ is negative and of order $Z^2\lambda^4=Z^{-2}$.

## Second order without a sum over states

Write the first-order function as $P\Phi$. Expanding the Laplacian of a product and using $H_0\Phi=E_0\Phi$ gives $(H_0-E_0)P\Phi=-\tfrac12\Phi\nabla^2P-\nabla P\cdot\nabla\Phi=-\nabla\cdot(\Phi^2\nabla P)/2\Phi$, the gradient running over all coordinates. For a perturbation $W$ with $\langle W\rangle=0$ the first-order equation is $\nabla\cdot(\Phi^2\nabla P)=2\Phi^2W$. It is the Euler equation of the Hylleraas functional
$$E^{(2)}=\min_P\Big[\tfrac12\int\Phi^2|\nabla P|^2+2\int\Phi^2WP\Big],$$
and at the minimum integration by parts gives $\int\Phi^2WP=-\tfrac12\int\Phi^2|\nabla P|^2=E^{(2)}$.

For one electron with $W=v-J$ the equation is radial, $(pP')'=2p(v-J)$, so $P'=2G/p$ with $G=\int_0^rp(v-J)\,ds$ and $E^{(2)}=-2\int G^2/p$. Two electrons give $E_S=-4\int G^2/p=-\int G^2e^{2r}r^{-2}dr$. Here $G=Ae^{-2r}+Be^{-4r}$ with $A=\tfrac54r^2-\tfrac34r-\tfrac38$ and $B=r^2+\tfrac32r+\tfrac38$. Indeed $G(0)=0$, and $A'-2A=4r-\tfrac52r^2$, $B'-4B=-4r^2-4r$ reproduce $p(v-J)$. The integrand is $(A^2e^{-2r}+2ABe^{-4r}+B^2e^{-6r})/r^2$ with
$$A^2=\tfrac{25}{16}r^4-\tfrac{15}8r^3-\tfrac38r^2+\tfrac9{16}r+\tfrac9{64},\qquad B^2=r^4+3r^3+3r^2+\tfrac98r+\tfrac9{64},$$
$$2AB=\tfrac52r^4+\tfrac94r^3-\tfrac{33}{16}r^2-\tfrac{27}{16}r-\tfrac{18}{64}.$$
The terms $r^4,r^3,r^2$ integrate to $\tfrac{25-30-12}{64}+\tfrac{5+9-33}{64}+\tfrac{1+9+54}{108}=-\tfrac9{16}+\tfrac{16}{27}=\tfrac{13}{432}$. For the rest insert $r^\eta$ and continue to $\eta\to0$, which is allowed because the sum converges ($G\sim r^3$). With Euler's constant $C$, $\int r^{\eta-1}e^{-ar}=\Gamma(\eta)a^{-\eta}\to\eta^{-1}-C-\ln a$ and $\int r^{\eta-2}e^{-ar}\to-a(\eta^{-1}+1-C-\ln a)$. At $a=2,4,6$ the $1/r$ coefficients $c_a=\tfrac9{16},-\tfrac{27}{16},\tfrac98$ sum to zero, and so do the $1/r^2$ coefficients times $a$, $d_aa=\tfrac9{32},-\tfrac98,\tfrac{27}{32}$. Only $\sum(d_aa-c_a)\ln a=\tfrac9{32}(-\ln2+2\ln4-\ln6)$ survives, and
$$E_S=-\frac{13}{432}-\frac9{32}\ln\frac43=-0.1110032.$$

For two electrons $P$ was expanded in 372 symmetrized products of Laguerre polynomials in $x,y,2z$. The choice $W=1/u-J$ gives $E_2=-0.1576664$, so
$$E_{\rm GL2}[n_0]=-0.1576664+0.1110032=-0.0466632\ \text{hartree}=-1.27\ \text{eV}.$$
The choice $W=H_1-E_1$ gives $-0.0466632$ directly.

For a finite system with a nondegenerate, gapped Kohn–Sham ground state and a potential assumed expandable in the coupling, the correlation energy tends to the constant $E_{\rm GL2}$ under compression, which is $-0.0466632$ hartree for the hydrogenic two-electron density. It remains to check this value by partial waves, to derive the logarithm of the local density approximation, to compare both with computed energies at finite $\gamma$ and $Z$, and to see what happens when the gap closes.
